# Partial-wave expansion and phases of the Coulomb scattering waves

## The sign to choose in a calculation

A code that uses a continuum electron in a Coulomb field has to attach a phase to each radial function: $e^{+i\sigma_l}$ or $e^{-i\sigma_l}$. The first belongs to an electron prepared with momentum $\mathbf k$, the second to an electron detected with momentum $\mathbf k$. If one partial wave contributes, the choice drops out of the probability. If two contribute, their interference term is proportional to $\cos(\varphi+\sigma_l-\sigma_{l'})$, where $\varphi$ collects all other phases, among them the factors $i^l$ below. The wrong sign turns it into $\cos(\varphi-\sigma_l+\sigma_{l'})$. When the remaining factors are real and the two waves have the same parity, $\varphi$ is $0$ or $\pi$ and nothing changes. When they have opposite parity, $\varphi=\pm\pi/2$ and the term changes sign. For other values of $\varphi$ the term also changes, unless $\sin(\sigma_l-\sigma_{l'})=0$. All this concerns the probability resolved in the direction of $\mathbf k$. Integration over all directions removes the interference term, because harmonics of different $l$ are orthogonal, so the total probability does not depend on the choice.

Atomic units are used in the algebra. The electron is nonrelativistic, the centre is a fixed point charge, and

$$\left(\nabla^2+k^2-\frac{2\eta k}{r}\right)\psi=0,\qquad k>0. \tag{1}$$

The energy is $k^2/2$ and the potential is $\eta k/r$. A nucleus of charge $Z$ has $\eta=-Z/k$; repulsion has $\eta>0$. The $z$ axis lies along $\mathbf k$, with $x=\cos\theta=z/r$ and $\rho=kr$. The result to implement is

$$\psi^{\pm}=\sum_{l=0}^{\infty}(2l+1)\,i^l e^{\pm i\sigma_l}\frac{F_l(\eta,\rho)}{\rho}P_l(x),\quad \sigma_l=\arg\Gamma(l+1+i\eta), \tag{2}$$

with the real radial function

$$F_l=C_l\,\rho^{l+1}e^{-i\rho}M(l+1-i\eta;2l+2;2i\rho),\quad C_l=\frac{2^l e^{-\pi\eta/2}|\Gamma(l+1+i\eta)|}{(2l+1)!}. \tag{3}$$

Here $M(a;b;w)=\sum_n (a)_n w^n/[(b)_n n!]$ is Kummer's function and $(a)_n=a(a+1)\cdots(a+n-1)$. The factor $i^l$ is the same for both signs.

In a matrix element with $\psi^-$ in the bra, complex conjugation turns $i^l e^{-i\sigma_l}$ into $(-i)^l e^{+i\sigma_l}$. A plus sign in such a formula is therefore consistent with the minus wave.

## The parabolic solution

Put $\psi=e^{ikz}g(u)$ with $u=r-z$. Then

$$|\nabla u|^2=2-\frac{2z}{r}=\frac{2u}{r},\qquad \nabla^2u=\frac2r,\qquad \hat{\mathbf z}\cdot\nabla u=\frac zr-1=-\frac ur .$$

The Laplacian of the product is $e^{ikz}$ times $-k^2g+2ik(-u/r)g'+(2u/r)g''+(2/r)g'$. In (1) the $k^2$ terms cancel, and multiplication by $r/2$ leaves

$$u g''+(1-iku)g'-\eta k\,g=0 .$$

With $w=iku$ we have $g'=ik\,g_w$ and $ug''=ik\,w\,g_{ww}$. Division by $ik$ gives

$$w g_{ww}+(1-w)g_w+i\eta g=0 ,$$

which is Kummer's equation $wM''+(b-w)M'-aM=0$ with $b=1$, $a=-i\eta$. The second solution contains $\ln w$ and is singular on the forward axis, so it is discarded. The wave is

$$\psi^+=N e^{ikz}M(-i\eta;1;is),\quad s=k(r-z),\quad N=e^{-\pi\eta/2}\Gamma(1+i\eta). \tag{4}$$

The choice of $N$ has to be justified by the behaviour at large $s$.

## Normalization from the incident wave

For a contour that encircles the segment $[0,1]$ counterclockwise,

$$M(a;1;w)=\frac1{2\pi i}\oint e^{wt}\,\frac1t\left(1-\frac1t\right)^{-a}dt .$$

To see this, take $|t|>1$ and expand the last factor as $\sum_n(a)_nt^{-n}/n!$. The residue with $e^{wt}$ is $\sum_n(a)_nw^n/(n!)^2$, as required.

For $w=is$ the exponential decays as $\mathrm{Im}\,t\to+\infty$. Continue the integrand upward from below the segment and draw the contour into two loops that come from $+i\infty$, pass under $t=0$ and $t=1$, and return. Just below the segment $1-1/t$ has argument $-\pi$, so the integrand is $e^{i\pi a}e^{ist}t^{a-1}(1-t)^{-a}$ with positive bases on the segment.

Near $t=0$ set $t=iv/s$. The argument of $v$ runs from $-2\pi$ to $0$, and the loop integral of $e^{-v}v^{a-1}$ is $(1-e^{-2\pi ia})\Gamma(a)$, understood by continuation in $a$. Since

$$\frac{e^{i\pi a}(1-e^{-2\pi ia})}{2\pi i}\Gamma(a)=\frac{\sin\pi a}{\pi}\Gamma(a)=\frac1{\Gamma(1-a)},$$

this end gives $e^{i\pi a/2}s^{-a}/\Gamma(1-a)$.

Near $t=1$ set $1-t=e^{-i\pi/2}v/s$, where the argument of $v$ runs from $0$ to $2\pi$. The loop integral of $e^{-v}v^{-a}$ is $(e^{-2\pi ia}-1)\Gamma(1-a)$, and $dt=i\,dv/s$. Together the leading terms are

$$M(a;1;is)\simeq e^{i\pi a/2}\left[\frac{s^{-a}}{\Gamma(1-a)}-\frac{i\,e^{is}s^{a-1}}{\Gamma(a)}\right]. \tag{5}$$

For $a=-i\eta$ the common factor is $e^{\pi\eta/2}$. The factor $N$ cancels it and also cancels $1/\Gamma(1+i\eta)$ in the first term. The incident part is then $e^{i(kz+\eta\ln s)}$, of unit modulus. In the second term $1/\Gamma(-i\eta)=-i\eta/\Gamma(1-i\eta)$, so its coefficient is

$$-i(-i\eta)\frac{\Gamma(1+i\eta)}{\Gamma(1-i\eta)}=-\eta e^{2i\sigma_0}.$$

With $h=\sin^2(\theta/2)$, $s=2krh$ and $kz+s=kr$,

$$\psi^+\simeq e^{i(kz+\eta\ln s)}+f\,\frac{e^{i(kr-\eta\ln2kr)}}r,\qquad f=-\frac{\eta}{2kh}e^{2i\sigma_0-i\eta\ln h}. \tag{6}$$

The first correction multiplies the incident part by $1-i\eta^2/s$: it comes from $(1-t)^{-a}\simeq1+at$ and one more power of $v$, which together give $ia^2/s$. It is of the same order in $1/r$ as the scattered wave but has the incident phase.

Equation (6) requires $s\gg1$ and $s\gg\eta^2$, and fails near the forward axis at every $r$. On that axis $s=0$ and $\psi^+=Ne^{ikr}$, whose density stays at

$$|N|^2=e^{-\pi\eta}\frac{\pi\eta}{\sinh\pi\eta}=\frac{2\pi\eta}{e^{2\pi\eta}-1}. \tag{7}$$

Projecting (6) on $P_l$ would integrate across this region. The expansion is therefore fixed at small $r$, where the series is under control.

## Projection gives one unknown constant

Define

$$a_l(r)=\frac{2l+1}2\int_{-1}^{1}P_l(x)\,\psi^+(r,x)\,dx .$$

For an axially symmetric function $\nabla^2\psi=r^{-1}\partial_r^2(r\psi)+r^{-2}D\psi$, with $D=\partial_x(1-x^2)\partial_x$. Two integrations by parts move $D$ onto $P_l$. The boundary terms contain $1-x^2$ and vanish because $\psi^+$ is smooth in $x$. Since $DP_l=-l(l+1)P_l$, the function $\chi=ra_l$ obeys

$$\frac{d^2\chi}{d\rho^2}+\left[1-\frac{2\eta}\rho-\frac{l(l+1)}{\rho^2}\right]\chi=0. \tag{8}$$

To see that $F_l$ solves this equation, insert $\chi=\rho^{l+1}e^{-i\rho}q(\rho)$. The result is

$$\rho q''+(2l+2-2i\rho)q'-2[i(l+1)+\eta]q=0 .$$

With $v=2i\rho$ and division by $2i$ this is $vq_{vv}+(2l+2-v)q_v-(l+1-i\eta)q=0$, whose regular solution is the Kummer function in (3). Equation (8) is real and the leading coefficient $C_l$ is real, so $F_l$ is real although (3) is written with complex factors.

The other solution of (8) starts as $\rho^{-l}$, which would make $a_l$ grow as $\rho^{-l-1}$. But $\psi^+$ is bounded at the origin, so

$$a_l(r)=c_l\,\frac{F_l(\eta,\rho)}\rho . \tag{9}$$

## The constant from the lowest power

Expand both factors of (4) in powers of $\rho$, with $s=\rho(1-x)$:

$$\frac{\psi^+}N=\sum_{m,n}\frac{(i\rho x)^m}{m!}\,\frac{(-i\eta)_n}{(n!)^2}\,[i\rho(1-x)]^n .$$

The coefficient of $\rho^{m+n}$ is a polynomial in $x$ of degree at most $m+n$. Since $P_l$ is orthogonal to all polynomials of lower degree, the projection starts at $\rho^l$, and there the term in $x^l$ alone contributes. Its coefficient is

$$i^l\sum_{n=0}^{l}\frac{(-1)^n(-i\eta)_n}{(l-n)!\,(n!)^2}
=\frac{i^l}{l!}\sum_{n=0}^{l}\binom l{l-n}\binom{i\eta}n ,$$

because $(-1)^n(-i\eta)_n/n!=i\eta(i\eta-1)\cdots(i\eta-n+1)/n!$. The last sum is the coefficient of $q^l$ in $(1+q)^l(1+q)^{i\eta}=(1+q)^{l+i\eta}$. It equals $\binom{l+i\eta}l=(1+i\eta)_l/l!$, so the coefficient of $\rho^lx^l$ in $\psi^+/N$ is $i^l(1+i\eta)_l/(l!)^2$.

The remaining integral follows from $P_l=(2^ll!)^{-1}d^l(x^2-1)^l/dx^l$. After $l$ integrations by parts,

$$\int_{-1}^1x^lP_l\,dx=\frac{J_l}{2^l},\qquad J_l=\int_{-1}^1(1-x^2)^ldx .$$

One more integration by parts gives $J_l=2l(J_{l-1}-J_l)$, hence $J_l=\frac{2l}{2l+1}J_{l-1}$. With $J_0=2$ this yields $J_l=2^{2l+1}(l!)^2/(2l+1)!$, and the integral is $2^{l+1}(l!)^2/(2l+1)!$.

Collecting the factors, for $\rho\to0$,

$$a_l\simeq\frac{2l+1}{2}\,N\,\frac{i^l(1+i\eta)_l}{(l!)^2}\,\frac{2^{l+1}(l!)^2}{(2l+1)!}\,\rho^l
=(2l+1)i^l\,\frac{2^lN(1+i\eta)_l}{(2l+1)!}\,\rho^l .$$

The Coulomb phase enters through the product

$$N(1+i\eta)_l=e^{-\pi\eta/2}\Gamma(l+1+i\eta)=e^{-\pi\eta/2}|\Gamma(l+1+i\eta)|e^{i\sigma_l}.$$

Hence $a_l\simeq(2l+1)i^le^{i\sigma_l}C_l\rho^l$. Equations (3) and (9) give $a_l\simeq c_lC_l\rho^l$, so

$$c_l=(2l+1)i^le^{i\sigma_l}. \tag{10}$$

## Convergence and the minus wave

The projections determine $\psi^+$ if their series converges. Rodrigues' formula and $l$ integrations by parts give

$$a_l=\frac{2l+1}{2^{l+1}l!}\int_{-1}^1(1-x^2)^l\,\partial_x^l\psi^+\,dx .$$

At fixed $r$ the wave is entire in $x$. Cauchy's estimate with circles of any radius $R$ around the points of $[-1,1]$ gives $|\partial_x^l\psi^+|\le l!\,B_R/R^l$, where $B_R$ is the maximum of $|\psi^+|$ on these circles. Thus $|a_l|\le(2l+1)B_RJ_l/(2^{l+1}R^l)$. Since $|P_l|\le1$ and $J_l\le2$, the series converges uniformly on $[-1,1]$, including the forward axis. Its sum is continuous and has the same Legendre coefficients as $\psi^+$, so by completeness of the polynomials it equals $\psi^+$.

This convergence holds for the wave at finite $r$. It does not carry over to the scattering amplitude: at $\theta=\pi$ the terms of $\sum_l(2l+1)e^{2i\sigma_l}P_l$ have modulus $2l+1$ and grow.

The minus wave is obtained by reversing $\mathbf k$ and taking the complex conjugate:

$$\psi^-(r,x)=[\psi^+(r,-x)]^*=e^{-\pi\eta/2}\Gamma(1-i\eta)e^{ikz}M(i\eta;1;-ik(r+z)). \tag{11}$$

It solves (1) because that equation is real and isotropic. In the expansion, conjugation gives $(-i)^le^{-i\sigma_l}$, and $P_l(-x)=(-1)^lP_l(x)$ restores $(-i)^l(-1)^l=i^l$. This is (2) with the lower sign.

## What each phase does at large distance

Expanding the exponential and using the beta integral term by term gives

$$M(l+1-i\eta;2l+2;2i\rho)=\frac{(2l+1)!}{|\Gamma(l+1+i\eta)|^2}\int_0^1e^{2i\rho t}t^{l-i\eta}(1-t)^{l+i\eta}dt .$$

For large $\rho$ turn the path at each end towards $+i\infty$. At $t=0$, with $t=iv/(2\rho)$, the integral contributes

$$\Gamma(l+1-i\eta)\left(\frac i{2\rho}\right)^{l+1-i\eta}
=|\Gamma(l+1+i\eta)|e^{-i\sigma_l}\,\frac{i^{l+1}e^{\pi\eta/2}}{(2\rho)^{l+1}}\,e^{i\eta\ln2\rho}.$$

After multiplication by $e^{-i\rho}$, the end $t=1$ supplies the complex conjugate, as the substitution $t\to1-t$ shows. The sum is $2|\Gamma(l+1+i\eta)|e^{\pi\eta/2}(2\rho)^{-l-1}\cos[\Theta+\sigma_l-(l+1)\pi/2]$, where $\Theta=\rho-\eta\ln2\rho$. All prefactors cancel against $C_l\rho^{l+1}$:

$$F_l\to\sin(\Theta-l\pi/2+\sigma_l). \tag{12}$$

Write the sine as two exponentials and use $i^le^{-il\pi/2}=1$ and $i^le^{il\pi/2}=(-1)^l$. The radial coefficients of $P_l$ become

$$a_l^+\to\frac{2l+1}{2i\rho}\left[e^{2i\sigma_l}e^{i\Theta}-(-1)^le^{-i\Theta}\right], \tag{13}$$

$$a_l^-\to\frac{2l+1}{2i\rho}\left[e^{i\Theta}-(-1)^le^{-2i\sigma_l}e^{-i\Theta}\right]. \tag{14}$$

Apart from the logarithm in $\Theta$, the ingoing part of $\psi^+$ and the outgoing part of $\psi^-$ are those of a plane wave.

A wave packet shows which one to use. With the time factor $e^{-ik^2t/2}$, the phase of an outgoing term is stationary near $r=kt$ and that of an ingoing term near $r=-kt$, up to logarithmic terms. At late times the outgoing terms survive. A packet built from $\psi^-$ then has plane-wave coefficients and leaves along $\mathbf k$, so $\psi^-$ describes a detected electron. At early times the ingoing terms survive, and $\psi^+$ describes a prepared beam.

For $\eta\to0$ all $\sigma_l$ vanish, both waves become $e^{ikz}$, and $F_l/\rho$ becomes the spherical Bessel function $j_l(\rho)$. For $\eta\ne0$ the phases do not settle at large $l$. From $\Gamma(l+1+i\eta)=(l+i\eta)\Gamma(l+i\eta)$,

$$\sigma_l=\sigma_{l-1}+\arctan(\eta/l), \tag{15}$$

where the argument is taken continuous in $\eta$ and zero at $\eta=0$; its principal value can differ from this by a multiple of $2\pi$, which leaves $e^{\pm i\sigma_l}$ unchanged. The increments fall off as $\eta/l$, so their sum grows as $\eta\ln l$. High-$l$ phases therefore cannot be neglected as small. At fixed $r$, the error made by setting them to zero above some $l$ still tends to zero as that $l$ is raised, because the series (2) converges absolutely. In code, (15) gives $e^{i\sigma_l}$ from $e^{i\sigma_{l-1}}$ by multiplication with $(l+i\eta)/|l+i\eta|$, and no branch has to be chosen.

The result needs the potential $\eta k/r$ down to the origin. With an extended ion core, $F_l$ is not the regular solution inside the core, and (2) does not apply as it stands.

## An electron of 10 eV near a unit charge

Take $E=10$ eV, $Z=1$, $r=2$ Å and $\theta=60^\circ$. The wave number is $k=1.62009$ Å$^{-1}$, or $0.85731$ in atomic units. Hence $\eta=-Z/k=-1.16643$ (from the unrounded $k$) and $\rho=1.62009\times2=3.24018$. The wave functions below are dimensionless, relative to an incident wave of unit modulus.

The last column is $a_l^+$, computed from the closed form (4) by Gauss–Legendre quadrature with 40 points.

| $l$ | $\sigma_l$ (rad) | $F_l$ | $a_l^+$ |
|---|---|---|---|
| 0 | 0.27518 | −0.33677 | −0.10003 − 0.02824i |
| 1 | −0.58689 | −0.49172 | −0.25212 − 0.37909i |
| 2 | −1.11488 | 0.79686 | −0.54140 + 1.10406i |
| 3 | −1.48571 | 0.95470 | −2.05504 − 0.17529i |
| 4 | −1.76945 | 0.53563 | −0.29361 − 1.45851i |
| 5 | −1.99863 | 0.20661 | 0.63821 − 0.29103i |

For $l=2$ the formula reads

$$5\,i^2e^{-1.11488i}\,\frac{0.79686}{3.24018}=-1.22965\,(0.4403-0.8979i)=-0.5414+1.1041i ,$$

which agrees with the quadrature. The relative phase of the $s$ and $p$ waves contains $\sigma_0-\sigma_1=0.862$ rad. The wrong boundary condition reverses its sign and so shifts that phase by $1.724$ rad, and with real remaining factors the factor $i$ between the two waves makes their interference term proportional to $\sin(\sigma_0-\sigma_1)$, so that it changes sign.

Equation (8) shows where the centrifugal barrier begins to suppress the partial waves; how many more are needed beyond that depends on the accuracy required. The bracket changes sign at $l(l+1)=\rho^2-2\eta\rho=10.50+7.56=18.06$, between $l=3$ and $l=4$. For $l\ge4$ the point lies inside the centrifugal barrier, where $F_l$ has not yet begun to oscillate. Attraction raises this limit; without the charge it would be $10.50$.

The closed form gives $\psi^+=0.91876+0.19438i$. Partial sums of (2) up to $l=2$, 4, 6, 8 and 12 differ from it in absolute value by $1.2$, $0.11$, $0.017$, $9.7\times10^{-4}$ and $3.5\times10^{-7}$. Relative to $|\psi^+|=0.939$, the error at $l=8$ is $0.10$ percent. The first few terms give no useful estimate, and the fast decrease starts once the barrier has been reached.

At the same point $\psi^-=-0.71869-0.44840i$. The densities are $|\psi^+|^2=0.882$ and $|\psi^-|^2=0.718$, so the two waves differ by more than an overall phase. By (11), the second value is also the density of the plus wave at $120^\circ$.

On the forward axis $|\psi^+|^2=7.334$ at every distance, in accordance with (7). For repulsion of the same strength, $\eta=+1.16643$, equation (7) reduces this by $e^{-2\pi|\eta|}=e^{-7.329}$, to about $0.0048$.

The boundary conditions can be read from the closed forms without using $F_l$. The waves are projected by quadrature with 400 points at $\rho=600$ and $\rho=600+\pi/2$, and two linear equations then give the coefficients of $e^{i\Theta}$ and $e^{-i\Theta}$. After removal of the plane-wave factors, the phases in radians are:

| wave | $l$ | outgoing | ingoing |
|---|---|---|---|
| $\psi^+$ | 0 | 0.5515 | −0.0011 |
| $\psi^+$ | 1 | −1.1710 | −0.0028 |
| $\psi^-$ | 0 | 0.0011 | −0.5515 |
| $\psi^-$ | 1 | 0.0028 | 1.1710 |

The limits from (13) and (14) are $2\sigma_0=0.5504$, $2\sigma_1=-1.1738$, their negatives, and zero. The small differences come from the finite distance. For large $\rho$ the local wave number in (8) is

$$\sqrt{1-\frac{2\eta}\rho-\frac{l(l+1)}{\rho^2}}\simeq1-\frac\eta\rho-\frac{l(l+1)+\eta^2}{2\rho^2},$$

and integration adds $[l(l+1)+\eta^2]/(2\rho)$ to the phase in (12). At $\rho=600$ this is $1.361/1200=0.0011$ for $l=0$ and $3.361/1200=0.0028$ for $l=1$. It enters outgoing parts with a plus sign and ingoing parts with a minus sign, as in the table. A code that matches to (12) at finite radius, by values at two points or by a logarithmic derivative that keeps $d\Theta/d\rho=1-\eta/\rho$, makes this phase error to leading order in $1/\rho$ unless it includes the correction. Setting $d\Theta/d\rho=1$ adds an oscillating error of up to $|\eta|/(2\rho)$, which is of the same order, and near $\rho=10$ the higher terms are no longer negligible.
